\section*{Metastable helium-3 in a magnetic field: exchanging I and J}

\section{The problem}

A helium-3 atom in its metastable $2\,{}^3S_1$ state has electronic angular momentum $J=1$ and nuclear spin $I=1/2$. Its hyperfine levels are inverted: $F=3/2$ lies below $F=1/2$ by $W$, where $W/h$ is about 6.7 GHz. The worked numbers below take $W/h=6739.7$ MHz as a given input of the model. In a field $B\ge 0$ along $z$ take
\begin{equation}
H=hA\,\mathbf I\cdot\mathbf J+\mu_B B\,(g_JJ_z+g_II_z).
\label{H}
\end{equation}
Both $g$ factors are defined by the plus signs in (\ref{H}). The nuclear moment of helium-3 is negative, like that of the electron, so $g_I>0$ here. With $\mu_N$ the nuclear magneton and $g_h<0$ the nuclear $g$ factor in the convention $\boldsymbol\mu=g_h\mu_N\mathbf I$, one has $g_I=-g_h\mu_N/\mu_B=0.002317$. For $g_J$ use the free-electron value $2.002319$.

\begin{enumerate}
\item Find the six energies in closed form.
\item Which states can a static magnetic trap hold?
\item Is there a pair of levels whose transition frequency is stationary at some $B>0$, and can that pair be trapped?
\end{enumerate}

The model keeps the six states of $2\,{}^3S_1$ alone. Hyperfine mixing with the $2\,{}^1S_0$ state has a matrix element of order $h|A|$, about 4.5 GHz, across a gap of roughly $2\times10^5$ GHz. The resulting shift is of order $(4.5)^2/(2\times10^5)$ GHz, or 0.1 MHz. In second order it is proportional to the projector on $F=1/2$, $(1-2\,\mathbf I\cdot\mathbf J)/3$, so it amounts to a change of $A$ plus a common shift of all six levels, and a measured $W$ already contains it. Diamagnetism, nuclear shielding and the bound-state correction to $g_J$ are also left out. The last lowers $g_J$ by about 4 parts in $10^5$. For the real atom it raises the field scale $B_1$ below by 0.01 mT and the clock field by 0.003 mT, moves the levels at 50 mT by up to 0.06 MHz, and leaves the clock frequency unchanged. The last digits printed below are those of the model.

\section{A tempting solution}

For an atom with $J=1/2$ and any nuclear spin $I$, the Breit--Rabi formula reads
\begin{equation}
E=-\frac{\Delta}{2(2I+1)}+m g_I\mu_BB\pm\frac{\Delta}{2}\sqrt{1+\frac{4mX}{2I+1}+X^2},
\qquad X=\frac{(g_J-g_I)\mu_BB}{\Delta},
\label{ordinary}
\end{equation}
where $m$ is the eigenvalue of $F_z$ and $\Delta=E_{F=I+1/2}-E_{F=I-1/2}$ at zero field. In helium the spin of size 1 is $J$, so one replaces $2I+1$ by $2J+1=3$. The inversion gives $\Delta=-W$. With
\begin{equation}
x=\frac{(g_J-g_I)\mu_BB}{W}>0
\label{x}
\end{equation}
we have $X=-x$, and the states $m=\pm1/2$ seem to have the energies
\begin{equation}
E_{\rm wrong}=\frac W6+m g_I\mu_BB\pm\frac W2\sqrt{1-\frac{4mx}{3}+x^2}.
\label{wrong}
\end{equation}
At $B=0$ this gives $2W/3$ and $-W/3$, which are correct. The difference of the two roots is stationary for $m=+1/2$ at $x=1/3$. There the root has zero slope, and both levels keep only the slope $+g_I\mu_B/2$. The formula thus promises a clock pair whose levels both rise gently at the clock field, which suggests that both could be trapped there. Even by this formula, both slopes are positive only within about 0.26 mT of that field, so the trap would be extremely shallow.

\section{Where it fails}

Let $B$ become large in (\ref{wrong}). The root tends to $x$ plus a constant, and the slopes tend to
\begin{equation}
\mu_B\left[m g_I\pm\tfrac12(g_J-g_I)\right].
\end{equation}
The electronic part is $\pm g_J\mu_B/2$. In a strong field, however, the states have definite $m_J$, and for $J=1$ the electronic slope must be $g_J\mu_B$, $0$ or $-g_J\mu_B$. Equation (\ref{wrong}) describes an electronic spin $1/2$ coupled to a nucleus of spin 1.

The fault is an incomplete exchange. The length of the large spin was changed in $2I+1$, but its $g$ factor was not. The linear term $m g_I\mu_BB$ in (\ref{ordinary}) carries the $g$ factor of the large spin, and $X$ contains the $g$ factor of the spin $1/2$ minus that of the large spin. Both must change when $I$ and $J$ change roles. The zero-field check cannot reveal this, because no $g$ factor enters it.

\section{The right solution}

\subsection{One derivation for both cases}

Let $\mathbf K$ be a spin of any size $K\ge1/2$, let $\mathbf S$ be a spin $1/2$, and write $a=hA$ and $\beta=\mu_BB$:
\begin{equation}
H=a\,\mathbf K\cdot\mathbf S+\beta(g_KK_z+g_SS_z).
\end{equation}
The total projection $m$ is conserved. Since $S_z$ has two values, at most two states share one $m$. For $|m|\le K-1/2$ they are
\begin{equation}
|1\rangle=|K_z=m-\tfrac12,\uparrow\rangle,\qquad
|2\rangle=|K_z=m+\tfrac12,\downarrow\rangle .
\end{equation}
From $\mathbf K\cdot\mathbf S=K_zS_z+\frac12(K_+S_-+K_-S_+)$ the matrix elements are
\begin{align}
H_{11}&=\tfrac a2(m-\tfrac12)+\beta\left[g_K(m-\tfrac12)+\tfrac12g_S\right],\\
H_{22}&=-\tfrac a2(m+\tfrac12)+\beta\left[g_K(m+\tfrac12)-\tfrac12g_S\right],\\
H_{12}&=\tfrac a2\sqrt{K(K+1)-(m-\tfrac12)(m+\tfrac12)}
=\tfrac a2\sqrt{(K+\tfrac12)^2-m^2}.
\end{align}
Half the sum and the difference of the diagonal elements are
\begin{equation}
\frac{H_{11}+H_{22}}2=-\frac a4+m g_K\beta,\qquad
d\equiv H_{11}-H_{22}=am+(g_S-g_K)\beta .
\label{meand}
\end{equation}
The eigenvalues are the mean $\pm\frac12\sqrt{d^2+4H_{12}^2}$. In the radicand the terms $a^2m^2$ cancel:
\begin{equation}
d^2+4H_{12}^2=a^2(K+\tfrac12)^2+2am(g_S-g_K)\beta+(g_S-g_K)^2\beta^2 .
\end{equation}
At zero field $a\,\mathbf K\cdot\mathbf S$ equals $aK/2$ for $F=K+1/2$ and $-a(K+1)/2$ for $F=K-1/2$. The interval is therefore $\Delta=a(K+\frac12)$, so $a=2\Delta/(2K+1)$. With $X=(g_S-g_K)\beta/\Delta$,
\begin{equation}
E=-\frac{\Delta}{2(2K+1)}+m g_K\beta\pm\frac\Delta2\sqrt{1+\frac{4mX}{2K+1}+X^2}.
\label{general}
\end{equation}
The two stretched states, $m=\pm(K+\frac12)$, have no partner. Their energies are $aK/2\pm(Kg_K+\frac12g_S)\beta$.

Setting $\mathbf K=\mathbf I$ and $\mathbf S=\mathbf J$ returns (\ref{ordinary}). Helium needs $\mathbf K=\mathbf J$ and $\mathbf S=\mathbf I$, hence $g_K=g_J$ and $g_S=g_I$.

\subsection{The six energies}

Now $K=1$ and $\Delta=3a/2=-W$, so $a=-2W/3$. The exchange of $g$ factors and the inversion each change the sign of $X$, and the two changes cancel:
\begin{equation}
X=\frac{(g_I-g_J)\mu_BB}{-W}=x .
\end{equation}
A negative $\Delta$ only interchanges the names of the two roots in (\ref{general}). Writing the root with the positive factor $W/2$ gives
\begin{align}
m=\pm\tfrac32:\quad E&=-\frac W3\pm\left(g_J+\tfrac12g_I\right)\mu_BB,\label{S}\\
m=\pm\tfrac12:\quad E_{U,L}&=\frac W6+m g_J\mu_BB\pm\frac W2R_m,\qquad
R_m=\sqrt{1+\frac{4mx}3+x^2}.\label{UL}
\end{align}
In (\ref{UL}) the sign before $R_m$ is independent of the sign of $m$. The upper sign, $U$, starts from $F=1/2$ and the lower sign, $L$, from $F=3/2$.

For small $x$, $R_m\simeq1+2mx/3$, and the root contributes $\pm m(g_J-g_I)\mu_BB/3$. The linear Zeeman energies are $m g_F\mu_BB$ with
\begin{equation}
g_{1/2}=\frac{4g_J-g_I}3=2.6690,\qquad g_{3/2}=\frac{2g_J+g_I}3=1.3357 .
\end{equation}
The stretched states agree, since $(g_J+\frac12g_I)/(3/2)=g_{3/2}$.

\subsection{Composition and slopes}

From (\ref{meand}), $d=-W(x+2m/3)$, while the separation of the two roots is $WR_m$. Define
\begin{equation}
q_m=\frac{x+2m/3}{R_m}=-\frac d{WR_m}.
\end{equation}
In the upper state of a two-state problem the weight of $|1\rangle$ minus that of $|2\rangle$ is $d/(WR_m)=-q_m$; in the lower state it is $+q_m$. The weight of $|2\rangle$, which has $m_J=m+\frac12$, is thus $(1\pm q_m)/2$ for $U$ and $L$, and
\begin{equation}
\langle J_z\rangle=m\pm\tfrac12q_m .
\end{equation}
Moreover $dR_m/dx=q_m$, so
\begin{equation}
\frac{dE_{U,L}}{dB}=\mu_B\left[m g_J\pm\tfrac12(g_J-g_I)q_m\right].
\label{slope}
\end{equation}
As $x\to\infty$, $q_m\to1$. The electronic projections become $1$ and $0$ for $m=+1/2$, and $0$ and $-1$ for $m=-1/2$, as $J=1$ requires.

\subsection{Which states can be trapped}

For $m=\pm1/2$, $R_m^2=(x+2m/3)^2+8/9$. Hence $q_m$ increases steadily with $x$, from $2m/3$ towards 1:
\begin{equation}
\tfrac13\le q_+<1,\qquad-\tfrac13\le q_-<1 ,
\end{equation}
where the subscript is the sign of $m$. Let $r=g_I/(g_J-g_I)=0.001159$, so that $g_J\mu_BB=(1+r)xW$ and $g_I\mu_BB=rxW$. In units of $W/2$, the slopes $dE/dx$ are
\begin{equation}
\begin{array}{ll}
S_+:\ 2+3r, & S_-:\ -(2+3r),\\
U_+:\ 1+r+q_+, & U_-:\ -(1+r)+q_-,\\
L_+:\ 1+r-q_+, & L_-:\ -(1+r)-q_-,
\end{array}
\end{equation}
with $S_\pm$ the stretched states. Since $r>0$, the limits on $q_\pm$ give
\begin{equation}
S_+>U_+>L_+>0>\{U_-,L_-\}>S_- .
\label{order}
\end{equation}
For example, $S_+-U_+=1+2r-q_+>0$, and $U_-$ and $L_-$ exceed $S_-$ by $1+2r\pm q_->0$.

In free space a static field obeys $\nabla^2\mathbf B=0$, so
\begin{equation}
\nabla^2|\mathbf B|^2=2\sum_i|\nabla B_i|^2\ge0 ,
\end{equation}
and $|\mathbf B|$ has no isolated maximum. It can have a minimum. If the atom follows the local field direction adiabatically and gravity is ignored, a static magnetic trap can therefore hold $S_+$, $U_+$ and $L_+$, and not the other three. With gravity, a high-field seeker can have a very weak minimum where $B\,E''/|E'|>1/2$, the primes denoting derivatives with respect to $B$. This occurs for $U_-$ between about 0.1 and 8 T, with trap frequencies below 1 rad/s at $x=1$, but not at $x=1/3$ and never for $L_-$ or $S_-$. The rule also concerns a single atom. For two atoms in the same state the weight of total electron spin 2, for which Penning ionization is spin-forbidden, is 1 for $S_+$ but only 0.74 for $U_+$ and 0.63 for $L_+$ at low field. Adiabatic following breaks down where the field is close to zero.

\subsection{The clock pair}

A transition frequency is stationary where two slopes are equal. By (\ref{order}) this can happen only between $U_-$ and $L_-$, and it requires $q_-=0$, that is, $x=1/3$. For this pair
\begin{equation}
\nu=\frac Wh\sqrt{\frac89+\left(x-\frac13\right)^2},\qquad
\nu_0=\frac{2\sqrt2}3\,\frac Wh .
\label{clock}
\end{equation}
At the minimum each state is an equal mixture of $m_J=-1$ and $m_J=0$, and both slopes are $-g_J\mu_B/2$. Both states seek high field, so a static magnetic trap cannot hold them.

The incomplete exchange gave the right field and frequency, because reversing both $m$ and the sign of $x$ leaves the root unchanged. It assigned them to the wrong pair and replaced a slope of $-14.01$ MHz/mT by $+0.016$ MHz/mT.

\section{Numbers}

\subsection{Levels at 50 mT}

With $\mu_B/h=13996.245$ MHz/T, $x=1$ corresponds to $B_1=240.77$ mT. At 50 mT, $x=0.20767$, $R_+=1.087001$ and $R_-=0.951147$. Half the electronic Zeeman frequency is $\frac12(2.002319)(13996.245)(0.05)=700.62$ MHz, so
\begin{align}
E_{U+}/h&=1123.28+700.62+3369.85(1.087001)=5486.9\ \text{MHz},\\
E_{L-}/h&=1123.28-700.62-3369.85(0.951147)=-2782.6\ \text{MHz}.
\end{align}
All six levels are:
\begin{center}
\begin{tabular}{lrrr}
State & $E/h$ (MHz) & Slope (MHz/mT) & $\langle J_z\rangle$\\
$S_+$ & $-844.5$ & $28.04$ & $1.000$\\
$U_+$ & $5486.9$ & $20.98$ & $0.749$\\
$L_+$ & $-1839.1$ & $7.05$ & $0.251$\\
$U_-$ & $3627.9$ & $-15.86$ & $-0.566$\\
$L_-$ & $-2782.6$ & $-12.16$ & $-0.434$\\
$S_-$ & $-3648.6$ & $-28.04$ & $-1.000$
\end{tabular}
\end{center}
The slopes of $U_-$ and $L_-$ differ by 3.70 MHz/mT, compared with 9.33 MHz/mT near zero field. They become equal at the clock field.

\subsection{Sensitivity of the clock frequency}

The clock field is $B_1/3=80.26$ mT and the frequency about 6354 MHz. Expanding (\ref{clock}) about its minimum gives
\begin{equation}
\frac{d^2\nu}{dB^2}=\frac{W/h}{\sqrt{8/9}\,B_1^2}=0.1233\ \text{MHz/mT}^2 .
\end{equation}
A field error of 10 $\mu$T, or 0.01 mT, shifts the frequency by $\frac12(0.1233)(0.01)^2$ MHz, which is 6.2 Hz. Near zero field the same pair has the linear slope $-W/(3hB_1)$, and the same error shifts it by $-93.3$ kHz.

\subsection{Trap depths}

Between 0 and 0.1 T the energies of $S_+$, $U_+$ and $L_+$ rise by 134.6, 100.2 and 34.3 mK, expressed as $E/k_B$. Between 0 and 1 T they rise by 1346, 1252 and 93 mK. For the third state the tenfold field increases the rise by less than a factor of three. To see why, put $u=x+\frac13$ and expand $R_+\simeq u+4/(9u)$ in (\ref{UL}):
\begin{equation}
E_{L+}(B)-E_{L+}(0)\simeq\frac W3+\frac{g_I\mu_BB}2-\frac{2W}{9(x+1/3)} .
\end{equation}
The state tends to $m_J=0$, and its electronic moment disappears. The constant term is $W/(3k_B)=107.8$ mK. It is not a ceiling, because the small nuclear term continues to grow.

Within the model, which omits diamagnetism, that term also decides whether $L_+$ remains trappable in strong fields. If $g_I$ in the Zeeman term had the opposite sign, with $A$ held fixed, $r$ would be negative and the slope $1+r-q_+$ would vanish at
\begin{equation}
x+\frac13=\frac{(1+r)\sqrt{8/9}}{\sqrt{1-(1+r)^2}} .
\end{equation}
With $B_1$ recomputed for the reversed sign, this lies at 4.63 T, and above it the state would seek high field in this model. For the actual sign the model has no such turning point. Diamagnetism, left out of the model, adds the same positive term proportional to $B^2$ to all six levels, since they share one orbital state. Its size is about $0.23$ MHz/T$^2$. It only steepens the rise of $L_+$; for the reversed sign it would move the turning point to about 5.0 T and restore a positive slope above about 35 T. Above about 36 T it can also outweigh the small negative slope that $U_-$ approaches, $-g_I\mu_B/2$, and the place of zero in (\ref{order}) then changes.
